# Why the median-threshold transistor does not give the average leakage: verification in Python

```python
"""Mean versus median leakage of transistors with varying threshold.

Result under test: for I = I0*exp(-V/u), with Gaussian threshold V of
median m and standard deviation sigma, mean(I)/median(I) = exp(s^2/2),
where s = sigma/u and u = n*k*T/q. Symmetric V always gives a ratio of at
least one; a tail of V towards high thresholds can give less than one.
Voltages are in mV, lengths in nm, currents in pA unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, exponnorm

rng = np.random.default_rng(12345)

# Model parameters
temperature = 300.0
slope_factor = 1.3
median_vt = 350.0
prefactor = 1.0e6              # pA
width, length = 60.0, 30.0
matching = 1200.0              # mV nm, equal to 1.2 mV um
sigma_length = 2.0
rolloff, decay = 1000.0, 10.0
trap_mean = 17.0

u = 1e3 * slope_factor * const.k * temperature / const.e
sigma_dopant = matching / np.sqrt(width * length)
sensitivity = rolloff / decay * np.exp(-length / decay)
sigma_geom = sensitivity * sigma_length
sigma = np.hypot(sigma_dopant, sigma_geom)
s = sigma / u
ratio = np.exp(s**2 / 2)
median_current = prefactor * np.exp(-median_vt / u)
mean_current = median_current * ratio


def gauss_average(function, low=-12.0, high=12.0):
    """Integral of function(z) times the standard normal density."""
    return quad(lambda z: function(z) * norm.pdf(z), low, high,
                epsabs=1e-13, epsrel=1e-10, limit=300)[0]


# Roll-off slope from a finite difference of the threshold law
def rolloff_shift(gate_length):
    """Threshold relative to that of the nominal gate length."""
    return -rolloff * (np.exp(-gate_length / decay) - np.exp(-length / decay))


step = 1e-3
slope_fd = (rolloff_shift(length + step)
            - rolloff_shift(length - step)) / (2 * step)
assert abs(slope_fd / sensitivity - 1) < 1e-6

# Area law: count randomly placed dopants in windows of two sizes
points = rng.random((1_000_000, 2))
spreads = []
for cells in (200, 100):
    counts = np.histogram2d(points[:, 0], points[:, 1], bins=cells,
                            range=[[0, 1], [0, 1]])[0]
    spreads.append(np.std(counts * cells**2))
count_ratio = spreads[0] / spreads[1]
assert abs(count_ratio - 2.0) < 0.08       # sampling error near 0.02

# Random population with two independent sources of threshold variation
n_devices, block = 1_000_000, 100
vt = (median_vt + sigma_dopant * rng.standard_normal(n_devices)
      + sensitivity * sigma_length * rng.standard_normal(n_devices))
current = prefactor * np.exp(-vt / u)
sample_mean, sample_median = current.mean(), np.median(current)
assert abs(vt.std() / sigma - 1) < 0.005
assert abs(sample_mean / mean_current - 1) < 0.007
assert abs(sample_median / median_current - 1) < 0.007
above_mean = np.mean(current > sample_mean)
assert abs(above_mean - norm.cdf(-s / 2)) < 0.004

# Averages over blocks of devices
block_means = current.reshape(-1, block).mean(axis=1)
block_spread = np.sqrt(np.expm1(s**2) / block)
sample_block_spread = block_means.std() / block_means.mean()
assert abs(sample_block_spread / block_spread - 1) < 0.05
block_median = np.median(block_means)
assert abs(block_median / sample_mean - 1) < 0.02

# Gaussian mean, current-weighted threshold and current shares
direct_ratio = gauss_average(lambda z: np.exp(-s * z))
assert abs(direct_ratio / ratio - 1) < 1e-8
weighted_shift = gauss_average(
    lambda z: sigma * z * np.exp(-s * z)) / direct_ratio
assert abs(weighted_shift + sigma**2 / u) < 1e-6
equivalent_vt = brentq(
    lambda v: prefactor * np.exp(-v / u) - median_current * direct_ratio,
    0.0, 1000.0)
assert abs(equivalent_vt - (median_vt - sigma**2 / (2 * u))) < 1e-6
shares = {}
for k in (0.0, 1.0, 3.0, s):
    shares[k] = gauss_average(lambda z: np.exp(-s * z), -12, -k) / direct_ratio
    assert abs(shares[k] - norm.cdf(s - k)) < 1e-8

# A symmetric threshold distribution that is not Gaussian
half = np.sqrt(3) * sigma
uniform_ratio = quad(lambda d: np.exp(-d / u) / (2 * half), -half, half)[0]
cosh_ratio = quad(lambda d: np.cosh(d / u) / half, 0, half)[0]
assert abs(uniform_ratio - cosh_ratio) < 1e-9
assert abs(uniform_ratio - np.sinh(half / u) / (half / u)) < 1e-9
assert uniform_ratio > 1

# Four times narrower gate
sigma_narrow = np.hypot(matching / np.sqrt(width / 4 * length), sigma_geom)
ratio_narrow = np.exp((sigma_narrow / u)**2 / 2)
narrow_direct = gauss_average(lambda z: np.exp(-sigma_narrow * z / u))
assert abs(narrow_direct / ratio_narrow - 1) < 1e-8

# Full roll-off, gate length truncated at four standard deviations
cut = 4.0
weight = norm.cdf(cut) - norm.cdf(-cut)
full_length = gauss_average(lambda z: np.exp(
    -rolloff_shift(length + sigma_length * z) / u), -cut, cut) / weight
a = sigma_geom / u
b = sensitivity * sigma_length**2 / (2 * decay * u)
linear_length = np.exp(a**2 / 2)
second_length = np.exp(a**2 / (2 * (1 - 2 * b))) / np.sqrt(1 - 2 * b)
assert abs(second_length / full_length - 1) < 0.005
assert abs(second_length - full_length) < abs(linear_length - full_length)
full_over_nominal = full_length * np.exp((sigma_dopant / u)**2 / 2)


def curved_cdf(v):
    """Probability that the threshold shift is below v."""
    return gauss_average(lambda z: norm.cdf(
        (v - rolloff_shift(length + sigma_length * z)) / sigma_dopant),
        -cut, cut) / weight


curved_median = brentq(lambda v: curved_cdf(v) - 0.5, -20, 20)
full_over_median = full_over_nominal * np.exp(curved_median / u)
assert full_over_median > 1

# Exponentially distributed trap shifts: a tail towards high thresholds


def trap_ratio(r):
    """Mean over median current from the density exp(-x/r)/r, x in u."""
    def density(x):
        return np.exp(-x / r) / r
    mean = quad(lambda x: np.exp(-x) * density(x), 0, 50 * r)[0]
    middle = brentq(lambda x: quad(density, 0, x)[0] - 0.5, 0, 5 * r)
    return mean / np.exp(-middle)


r = trap_mean / u
for trial in (0.2, r, 1.0, 2.0):
    assert abs(trap_ratio(trial) - 2**trial / (1 + trial)) < 1e-7
assert trap_ratio(0.2) < 1 and trap_ratio(r) < 1 < trap_ratio(2.0)
assert abs(trap_ratio(1.0) - 1) < 1e-7
trap_only = trap_ratio(r)
combined = exponnorm(trap_mean / sigma, loc=0, scale=sigma)
combined_mean = quad(lambda v: np.exp(-v / u) * combined.pdf(v),
                     -12 * sigma, 12 * sigma + 40 * trap_mean, limit=300,
                     points=[-sigma, 0, sigma, 4 * sigma])[0]
assert abs(combined_mean / (ratio / (1 + r)) - 1) < 1e-6
combined_ratio = combined_mean / np.exp(-combined.ppf(0.5) / u)
assert combined_ratio > 1

# Interpolation between weak and strong inversion


def smooth_current(v):
    """Current over prefactor at zero gate bias."""
    return np.log1p(np.exp(-v / (2 * u)))**2


smooth_mean = gauss_average(lambda z: smooth_current(median_vt + sigma * z))
validity = smooth_mean * prefactor / mean_current
lower_bound = 1 - np.exp(-median_vt / (2 * u) + 5 * s**2 / 8)
assert lower_bound < validity < 1
zero_vt_ratio = gauss_average(
    lambda z: smooth_current(sigma * z)) / smooth_current(0.0)
assert 1 < zero_vt_ratio < ratio

print(f"temperature: {temperature:.0f} K; slope factor n: {slope_factor}")
print(f"median threshold m: {median_vt:.0f} mV")
print(f"current prefactor I0: {prefactor / 1e6:.1f} uA")
print(f"gate width, length: {width:.0f}, {length:.0f} nm")
print(f"matching coefficient A: {matching / 1000:.1f} mV um")
print(f"length spread: {sigma_length:.1f} nm")
print(f"roll-off B: {rolloff:.0f} mV; decay length: {decay:.0f} nm")
print(f"voltage scale u: {u:.3f} mV")
print(f"dopant threshold spread: {sigma_dopant:.3f} mV")
print(f"roll-off sensitivity g: {sensitivity:.3f} mV/nm")
print(f"length threshold spread: {sigma_geom:.3f} mV")
print(f"total threshold spread sigma: {sigma:.3f} mV")
print(f"s = sigma/u: {s:.4f}")
print(f"dopant count, spread ratio for area ratio 4: {count_ratio:.3f}")
print(f"median current: {median_current:.2f} pA")
print(f"mean current: {mean_current:.2f} pA")
print(f"mean/median, formula: {ratio:.4f}")
print(f"mean/median, random sample: {sample_mean / sample_median:.4f}")
print(f"million devices, median estimate: {median_current:.2f} uA")
print(f"million devices, expected total: {mean_current:.2f} uA")
print(f"threshold carrying the mean current: {equivalent_vt:.2f} mV")
print(f"current-weighted threshold shift: {weighted_shift:.2f} mV")
print(f"devices above mean current: {100 * norm.cdf(-s / 2):.2f} %")
print(f"current share below m: {100 * shares[0.0]:.2f} %")
print(f"current share below m-sigma: {100 * shares[1.0]:.2f} %")
print(f"device share below m-sigma: {100 * norm.cdf(-1):.2f} %")
print(f"current share below m-3sigma: {100 * shares[3.0]:.2f} %")
print(f"device share below m-3sigma: {100 * norm.cdf(-3):.3f} %")
print(f"devices carrying half the current: {100 * norm.cdf(-s):.2f} %")
print(f"mean/median, uniform threshold: {uniform_ratio:.4f}")
print(f"width/4: total spread {sigma_narrow:.2f} mV")
print(f"width/4: mean/median {ratio_narrow:.3f}")
print(f"length factor, linear: {linear_length:.4f}")
print(f"length factor, second order: {second_length:.4f}")
print(f"length factor, full roll-off: {full_length:.4f}")
print(f"full roll-off, mean/nominal: {full_over_nominal:.4f}")
print(f"full roll-off, median threshold shift: {curved_median:.3f} mV")
print(f"full roll-off, mean/median: {full_over_median:.4f}")
print(f"block size: {block} devices")
print(f"block relative spread, formula: {block_spread:.4f}")
print(f"block relative spread, sample: {sample_block_spread:.4f}")
print(f"median block/median device: {block_median / sample_median:.4f}")
print(f"mean trap shift eta: {trap_mean:.0f} mV; r = eta/u: {r:.4f}")
print(f"mean/median, trap shifts only: {trap_only:.4f}")
print(f"mean/median, traps plus Gaussian: {combined_ratio:.4f}")
print(f"smooth-law mean/exponential-law mean: {validity:.5f}")
print(f"lower bound on that ratio: {lower_bound:.5f}")
print(f"smooth law at m = 0, mean/median: {zero_vt_ratio:.4f}")
print("all good")
```

Running it gives:

```
temperature: 300 K; slope factor n: 1.3
median threshold m: 350 mV
current prefactor I0: 1.0 uA
gate width, length: 60, 30 nm
matching coefficient A: 1.2 mV um
length spread: 2.0 nm
roll-off B: 1000 mV; decay length: 10 nm
voltage scale u: 33.608 mV
dopant threshold spread: 28.284 mV
roll-off sensitivity g: 4.979 mV/nm
length threshold spread: 9.957 mV
total threshold spread sigma: 29.986 mV
s = sigma/u: 0.8922
dopant count, spread ratio for area ratio 4: 1.996
median current: 30.00 pA
mean current: 44.67 pA
mean/median, formula: 1.4889
mean/median, random sample: 1.4883
million devices, median estimate: 30.00 uA
million devices, expected total: 44.67 uA
threshold carrying the mean current: 336.62 mV
current-weighted threshold shift: -26.75 mV
devices above mean current: 32.78 %
current share below m: 81.39 %
current share below m-sigma: 45.71 %
device share below m-sigma: 15.87 %
current share below m-3sigma: 1.75 %
device share below m-3sigma: 0.135 %
devices carrying half the current: 18.61 %
mean/median, uniform threshold: 1.4484
width/4: total spread 57.44 mV
width/4: mean/median 4.308
length factor, linear: 1.0449
length factor, second order: 1.0803
length factor, full roll-off: 1.0828
full roll-off, mean/nominal: 1.5430
full roll-off, median threshold shift: -0.886 mV
full roll-off, mean/median: 1.5028
block size: 100 devices
block relative spread, formula: 0.1103
block relative spread, sample: 0.1100
median block/median device: 1.4743
mean trap shift eta: 17 mV; r = eta/u: 0.5058
mean/median, trap shifts only: 0.9430
mean/median, traps plus Gaussian: 1.5871
smooth-law mean/exponential-law mean: 0.99108
lower bound on that ratio: 0.99099
smooth law at m = 0, mean/median: 1.1772
all good
```
